# Impact ionization over an exponential field: exact integral and peak-field error

## Problem

In the high-field region beside the drain of a transistor, let $E>0$ be the magnitude of the field along the channel. Its peak $E_m$ lies at the drain end. With $x$ measured from the peak back towards the source,

$$E(x)=E_m e^{-x/l},\qquad 0\le x\le L .$$

An electron creates electron–hole pairs at a rate per unit path given by the Chynoweth coefficient

$$\alpha(E)=A\,e^{-B/E},$$

where $A$ is an inverse length and $B$ is the critical field. Take $A$ and $B$ constant, let $\alpha$ depend on the field at the electron's own position, and ignore ionization by the carriers so created. The number of pairs per electron crossing the region is then $I=\int_0^L\alpha(E(x))\,dx$. Write $b=B/E_m$.

1. Evaluate $I$ in terms of the exponential integral $E_1(z)=\int_z^\infty e^{-t}\,dt/t$, and find when the finite length $L$ matters.
2. Derive the leading approximation $I_0$ for a field concentrated near its peak, and decide the sign of its error.
3. Find the error of $I_0$ relative to the long-region integral, bound it by elementary functions of $b$, and evaluate it at $b=4.25$.
4. Can further terms of the large-$b$ expansion remove the error at this $b$? How does the error affect the predicted sensitivity to peak field?
5. Apply the results to a silicon n-channel transistor with $A=2\times10^6$ /cm, $B=1.7$ MV/cm, $E_m=0.4$ MV/cm and $l=100$ nm. The region ends where the field has fallen to 0.04 MV/cm. Estimate the main effects left out.

## Solution

### 1. The exact integral

Inserting the profile into the coefficient gives

$$I=A\int_0^L \exp\!\left(-b\,e^{x/l}\right)dx .$$

The exponent suggests the variable $t=b\,e^{x/l}$. Then $dt=(t/l)\,dx$, so $dx=l\,dt/t$. The limits $x=0$ and $x=L$ become $t=b$ and $t=b\,e^{L/l}$. Hence

$$I=Al\int_b^{b e^{L/l}}\frac{e^{-t}}{t}\,dt
=Al\left[E_1(b)-E_1\!\left(b e^{L/l}\right)\right].$$

The second term removes the part of an infinitely long profile that lies beyond $L$. To see its size, put $\Lambda=e^{L/l}$ and rescale the integration variable by $\Lambda$:

$$E_1(\Lambda b)=\int_b^\infty\frac{e^{-\Lambda t}}{t}\,dt
=\int_b^\infty e^{-(\Lambda-1)t}\,\frac{e^{-t}}{t}\,dt
< e^{-(\Lambda-1)b}E_1(b).$$

The inequality holds because the first exponential is largest at the lower limit. The tail is therefore negligible when $b(e^{L/l}-1)\gg1$, and then

$$I=Al\,E_1(b).$$

In the opposite limit, $b e^{L/l}\ll1$, the factor $e^{-t}$ is nearly one over the whole range. The integral becomes $\ln(e^{L/l})=L/l$, and $I\to AL$: the coefficient is saturated at $A$ everywhere. A peak-field approximation has no meaning there, since no part of the region dominates.

### 2. The leading peak-field approximation

For large $b$, the coefficient falls much faster than the field. Near the peak, $e^{x/l}\simeq1+x/l$, so

$$\alpha(E(x))\simeq A e^{-b}e^{-bx/l}.$$

This decays over the distance $l/b$. If $L\gg l/b$, the upper limit may be moved to infinity:

$$I_0=A e^{-b}\int_0^\infty e^{-bx/l}\,dx
=Al\,\frac{e^{-b}}{b}
=\alpha(E_m)\,\frac{l}{b}.$$

The approximation is the peak coefficient multiplied by an effective width $l/b$.

Its error has a definite sign. For $u>0$, $e^u>1+u$, so the true exponent $-b e^{x/l}$ is more negative than $-b(1+x/l)$ at every point away from the peak. The linearization overstates the coefficient there, and moving the upper limit to infinity adds a further positive amount. Thus $I_0>I$ for every $L$.

The size of the error follows from the next term in $u=x/l$. Since $e^u=1+u+u^2/2+\dots$, the integrand of $I_0$ acquires the factor $1-bu^2/2$ to first order. With the normalized weight $b e^{-bu}$, the mean of $u^2$ is $2/b^2$. The mean correction is therefore $-(b/2)(2/b^2)=-1/b$. At $b=4.25$ this is not small, and a more careful estimate is needed.

### 3. The error and its bounds

From here to the end of part 4, $I$ is the long-region integral. Define the signed error relative to it:

$$\varepsilon=\frac{I_0-I}{I}=\frac{e^{-b}}{b\,E_1(b)}-1=\frac1f-1,
\qquad f=b\,e^bE_1(b).$$

Substituting $t=b+s$ in the definition of $E_1$ extracts the exponential:

$$f=b e^b\int_0^\infty\frac{e^{-b-s}}{b+s}\,ds
=\int_0^\infty e^{-s}\frac{b}{b+s}\,ds .$$

To bound this integral, compare $1/(b+s)$ with its tangent at some point $s=m$. Direct subtraction gives

$$\frac1{b+s}-\left[\frac1{b+m}-\frac{s-m}{(b+m)^2}\right]
=\frac{(s-m)^2}{(b+s)(b+m)^2}\ge0 .$$

Average this over a positive normalized weight whose mean is $m$. The term linear in $s-m$ vanishes, so the average of $1/(b+s)$ exceeds $1/(b+m)$. This is Jensen's inequality for the present function. It is strict because the weights used below are spread over a range of $s$.

The weight $e^{-s}$ has unit area and mean $m=1$. Therefore

$$f>\frac{b}{b+1}.$$

For the other side, subtract $f$ from $\int_0^\infty e^{-s}ds=1$:

$$1-f=\int_0^\infty e^{-s}\left(1-\frac{b}{b+s}\right)ds
=\int_0^\infty \frac{s e^{-s}}{b+s}\,ds .$$

The weight $s e^{-s}$ also has unit area, and its mean is $\int_0^\infty s^2e^{-s}ds=2$. Hence $1-f>1/(b+2)$, or

$$f<\frac{b+1}{b+2}.$$

Taking reciprocals reverses both inequalities. Subtracting one then gives

$$\boxed{\;\frac1{b+1}<\varepsilon<\frac1b\;}$$

for every $b>0$. At $b=4.25$ the error must lie between 19.0% and 23.5%. The value itself uses $E_1(4.25)=0.0027957$ and $e^{-4.25}/4.25=0.0033563$:

$$\boxed{\;\varepsilon=\frac{0.0033563}{0.0027957}-1=+20.05\%\;}$$

The leading form is too large by about one fifth of the exact integral. Equivalently, it must be multiplied by $f=0.833$ to give the exact result. This error depends on $b$ alone: in a long region, $A$ and $l$ cancel from the ratio.

### 4. Further terms and sensitivity

For any integer $N\ge1$, the finite geometric sum gives the identity

$$\frac{b}{b+s}=\frac1{1+s/b}
=\sum_{n=0}^{N-1}\left(-\frac sb\right)^n+\frac{(-s/b)^N}{1+s/b}.$$

Multiply by $e^{-s}$ and integrate, using $\int_0^\infty s^n e^{-s}ds=n!$:

$$f=\sum_{n=0}^{N-1}\frac{(-1)^n n!}{b^n}+R_N,\qquad
R_N=(-1)^N\int_0^\infty\frac{e^{-s}(s/b)^N}{1+s/b}\,ds .$$

The denominator in $R_N$ exceeds one for $s>0$, so $|R_N|<N!/b^N$. The remainder is smaller than the first omitted term and has the same sign. Successive partial sums therefore lie alternately above and below $f$.

The ratio of term $n+1$ to term $n$ has magnitude $(n+1)/b$. At $b=4.25$ the terms shrink up to $n=4$ and grow afterwards. The series diverges, but its early terms are still useful. Relative to the exact $f$, the errors are:

- one term: $+20.1\%$;
- two terms: $-8.2\%$;
- three terms: $+5.1\%$;
- four terms: $-4.3\%$;
- five terms: $+4.5\%$;
- six terms: $-5.8\%$.

Of the sums computed, up to seven terms, the four-term sum is best. It leaves an error of about 4%, so adding terms does not remove the error at this $b$. Better accuracy needs something other than plain truncation. Because the sums alternate about $f$, averaging neighbours helps: the mean of the four- and five-term sums is within 0.13% of $f$. The bound $(b+1)/(b+2)$ of part 3 is within 0.9%, and direct evaluation of the exponential integral removes the error altogether.

For large $b$, the expansion $f=1-1/b+2/b^2+O(b^{-3})$ can be inverted. Put $f=1-\delta$ with $\delta=1/b-2/b^2+O(b^{-3})$. Then $1/f=1+\delta+\delta^2+O(\delta^3)$, and

$$\varepsilon=\frac1b-\frac2{b^2}+\frac1{b^2}+O(b^{-3})
=\frac1b-\frac1{b^2}+O(b^{-3}).$$

At $b=4.25$ the first two terms give $0.235-0.055=0.180$. This is close to the actual 0.201 but falls below the lower bound, which shows that the omitted powers still count.

Now vary the peak field with $A$, $B$ and $l$ fixed. Since $b=B/E_m$, $d\ln b=-d\ln E_m$. Also $dE_1/db=-e^{-b}/b$, so

$$\frac{d\ln I}{d\ln E_m}
=-\frac{b}{E_1(b)}\frac{dE_1}{db}
=\frac{e^{-b}}{E_1(b)}
=b(1+\varepsilon)=5.10 .$$

For the approximation, $\ln I_0=\text{constant}-b-\ln b$. Its sensitivity is

$$\frac{d\ln I_0}{d\ln E_m}=b+1=5.25 .$$

The approximation gives a good slope even though its magnitude is 20% high. A fit that leaves the prefactor free can therefore hide most of the error over a narrow range of peak field. A calculation with a prescribed prefactor cannot.

### 5. The silicon transistor

The ratio is $b=1.7/0.4=4.25$. The region has length

$$L=l\ln\frac{E_m}{0.04\ \text{MV/cm}}=100\ln10\ \text{nm}=230\ \text{nm}.$$

Here $e^{L/l}=10$, and the tail is only $2.9\times10^{-18}$ of $E_1(b)$. The long-region formula is fully adequate.

Since 1 cm is $10^7$ nm, $A=0.2$ /nm and $Al=20$. The two results are

$$I=20\times0.0027957=0.0559,\qquad
I_0=20\times0.0033563=0.0671$$

pairs per electron. Direct quadrature of the original position integral gives 0.055913, in agreement with the exponential-integral formula to the digits shown in the numerical output.

The peak coefficient is $2.85\times10^4$ /cm. The leading form assigns it a width $l/b=23.5$ nm, whereas the exact width is $I/\alpha(E_m)=lf/b=19.6$ nm. The 20% error is the ratio of these widths, minus one.

**Comparison with a real device.** These are rough values for silicon n-channel transistors of about the 1 µm, 5 V generation. The peak field is on the high side, as for full drain bias without a lightly doped drain extension. The voltage across the region is

$$\int_0^L E\,dx=l(E_m-0.04\ \text{MV/cm})=3.60\ \text{V},$$

which leaves part of a 5 V supply for the rest of the channel. If every generated hole were collected by the substrate, the local model would give a substrate current of about 6% of the incoming electron current. Of the effects estimated below, the loss of locality is the largest: with $A$ and $B$ held fixed, it lowers the pair number from 0.056 to about 0.004 for the relaxation length and abrupt drain assumed below, a figure uncertain by a factor of several. The 20% is thus the error of an approximation to the local model, not the error of that model for a device.

**Energy lag.** An electron needs distance to gain energy from the field. Across the exact effective width the voltage is only 0.71 V, less than the 1.12 V corresponding to the silicon gap. An electron starting with negligible kinetic energy at the edge of that width could not create a pair within it. Its earlier path matters.

A simple description replaces $E$ in $\alpha$ by an effective field obeying

$$\lambda\frac{dE_{\rm eff}}{dy}+E_{\rm eff}=E,$$

where $y=-x$ increases along the electron's path and $\lambda$ is an energy relaxation length. Take $\lambda=65$ nm as a rough value for silicon. Extend the exponential profile far towards the source, and let the true field drop abruptly to zero inside the drain, $y>0$.

For $y<0$, try $E_{\rm eff}=Ce^{y/l}$. Substitution gives $C(1+\lambda/l)=E_m$. The homogeneous solution $e^{-y/\lambda}$ grows without limit towards the source and must be absent. For $y>0$, the source term is zero and the effective field decays from its value at $y=0$. Therefore

$$E_{\rm eff}=\frac{E_m}{1+\lambda/l}\times
\begin{cases}e^{y/l},&y<0,\\ e^{-y/\lambda},&y>0.\end{cases}$$

Both sides are exponential profiles with the same peak, 0.242 MV/cm. The result of part 1 applies to each, with lengths $l$ and $\lambda$:

$$I_{\rm lag}=A(l+\lambda)\,E_1\!\left[b\left(1+\frac{\lambda}{l}\right)\right]=0.0038 .$$

The argument has risen from 4.25 to 7.01. Lag reduces the pair number to 6.7% of the local value, a factor of about 15. The leading form applied to the lagged profile would be 12.8% too high relative to $I_{\rm lag}$, since the error falls as the ratio rises.

This estimate keeps $A$ and $B$ fixed. If they were obtained by fitting device currents with the local formula, they already absorb part of the lag, and applying the full reduction would count it twice. The abrupt end of the field is also an idealization: if the drain-side field instead decays exponentially over 30 nm, the lagged and local numbers become 0.012 and 0.073, a factor of 6. The result is sensitive to $\lambda$ as well: 30, 50 and 80 nm give factors of 3.5, 8 and 28.

**Temperature.** Suppose scattering is by phonons of energy $\hbar\omega=63$ meV. Its rate is proportional to $2n+1=\coth(\hbar\omega/2k_BT)$, with $n$ the phonon occupation. If $A$ and $B$ both vary inversely with the mean free path, heating from 300 to 350 K multiplies each by

$$\gamma=\frac{\tanh(\hbar\omega/2k_B\,300\ {\rm K})}{\tanh(\hbar\omega/2k_B\,350\ {\rm K})}=1.076 .$$

At fixed field profile, $I$ becomes $\gamma Al\,E_1(\gamma b)$, a reduction of 27%. The larger prefactor is outweighed by the larger critical field. In this model and with these coefficients the change exceeds the peak-field error. It is not a measured value: the same scaling with $A=7.03\times10^5$ /cm and $B=1.231$ MV/cm gives 20%, and a weaker temperature dependence of $B$ would give less.

**Secondary ionization.** If electrons alone ionize, their current obeys $dJ_n/dy=\alpha J_n$. The multiplication is $M=e^I$, and the pair number per incoming electron is $M-1=0.0575$, or 2.8% above $I$.

If holes have the same coefficient and travel back through the region, the total current $J=J_n+J_p$ is constant and $dJ_n/dy=\alpha J$. With no holes entering from the drain, $J_n=J$ at that end. Integration gives $J-J_n(\text{source side})=IJ$, so

$$M=\frac{J}{J_n(\text{source side})}=\frac1{1-I}.$$

Then $M-1=0.0592$, which is 5.9% above $I$. In this one-dimensional estimate the device is far from avalanche breakdown, which would require $I=1$ for equal coefficients.

**Field shape.** Another channel model has $d^2E/dy^2=E/l^2$, with zero slope at the saturation field $E_s=0.04$ MV/cm. Its solution is $E=E_s\cosh[(y-y_s)/l]$, where $y_s$ is the starting point. Because $dE/dy=\sqrt{E^2-E_s^2}/l$ is smaller than $E/l$, each field interval occupies more distance than in the exponential profile. The difference is large near $E_s$, where few pairs are created, but slight near the peak, where most are. At the same peak field, $I$ rises by 0.75%. For the local integral the exponential profile is a good replacement here because $E_s\ll E_m$ and $b$ is large enough to confine ionization to the peak; at the same $E_s/E_m$ the change would be 8% for $b=0.3$. The two profiles differ more in other respects: the voltage is 3.98 V instead of 3.60 V, and with lag the pair number is 0.0041 instead of 0.0038.

**Tunnelling.** For a triangular barrier of height $E_g=1.12$ eV and a mass $m=0.2m_e$, the barrier at depth $z$ is $E_g-qE_mz$, where $q$ is the elementary charge. The tunnelling exponent is

$$2\int_0^{E_g/qE_m}\frac{\sqrt{2m(E_g-qE_mz)}}{\hbar}\,dz
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar qE_m}=90.5 .$$

The corresponding factor is about $5\times10^{-40}$. This number is specific to the triangular barrier, the chosen mass and a uniform field $E_m$; the fall of the field across the 28 nm barrier would raise the exponent further. A two-band barrier, with $E_g-qE_mz$ replaced by $\epsilon(1-\epsilon/E_g)$ where $\epsilon=qE_mz$, lowers the exponent to about 53. The prefactor has not been calculated, but either exponent indicates that band-to-band tunnelling driven by this lateral field is negligible. The estimate does not cover the stronger vertical field that can occur where the gate overlaps the drain.

## Table of computed values

```
prefactor A = 2.00e+06 /cm
critical field B = 1.70 MV/cm
peak field Em = 0.40 MV/cm
ratio b = B/Em = 4.2500
decay length l = 100.0 nm
saturation field = 0.040 MV/cm
region length L = 230.3 nm
voltage across region = 3.60 V
A l = 20.000 (pure number)
exp(-b) = 0.014264
exp(-b)/b = 0.0033563
E1(b) = 0.0027957
f = b exp(b) E1(b) = 0.832959
finite-length tail / E1(b) = 2.87e-18
peak coefficient = 2.8528e+04 /cm
integral by quadrature = 0.055913 pairs per electron
integral by E1 formula = 0.055913 pairs per electron
leading approximation = 0.067126 pairs per electron
relative error of leading form = +20.054 %
lower bound 1/(b+1) = 19.048 %
upper bound 1/b = 23.529 %
series error with 1 term(s) = +20.05 %
series error with 2 term(s) = -8.19 %
series error with 3 term(s) = +5.10 %
series error with 4 term(s) = -4.28 %
series error with 5 term(s) = +4.55 %
series error with 6 term(s) = -5.84 %
series error with 7 term(s) = +8.83 %
best number of terms = 4
width l/b = 23.53 nm
exact effective width = 19.60 nm
voltage across exact width = 0.712 V
d ln I / d ln Em, exact = 5.1023
d ln I / d ln Em, leading = 5.2500
cosh profile: change of I = +0.751 %
secondary electrons: M-1 = 0.057506, change +2.85 %
equal hole coefficient: M-1 = 0.059224, change +5.92 %
phonon energy = 0.063 eV
scale factor of A and B, 300 to 350 K = 1.0764
heating: change of I = -27.0 %
tunnelling: gap = 1.12 eV, mass = 0.20 m_e
tunnelling exponent = 90.5, factor = 4.9e-40
energy relaxation length = 65.0 nm
peak effective field with lag = 0.2424 MV/cm
ratio b with lag = 7.0125
integral with lag = 0.003758 pairs per electron
integral with lag / local integral = 0.0672
error of leading form at lagged ratio = +12.78 %
```
